Dangling-bond level of a Bethe lattice from its surface Green function

In a solid where each atom has four bonds, an atom at a surface or interface may keep three of them and lose the fourth. The simplest network with this connectivity is an infinite Bethe lattice: every atom has four neighbours and there are no closed rings. Removing one atom splits the lattice into four separate branches. The first atom of each branch, called the end atom, has lost one neighbour and keeps K = 3. One such branch is studied here.

Two one-electron models are compared. The site model has one orbital per atom. The hybrid model has one orbital per bond direction, hence four per atom. Orbitals are orthonormal, and electron repulsion and atomic relaxation are left out. Energies are in eV. Green functions are retarded: E approaches the real axis from the upper half-plane. A level means a normalizable state outside the continuous spectrum; it appears as a pole of the Green function, and the residue is its weight on the orbital concerned.

**(a) In the site model each orbital has energy 0 and neighbours are coupled by t. Find the Green function g of the end site. Does cutting the bond produce a level?**

Let G₀₀ be the diagonal element of (E − H)⁻¹ on the end site, and let j number its K neighbours. The end-site row of (E − H)G = 1 reads

E G₀₀ − t Σⱼ Gⱼ₀ = 1.

In the sub-branch that begins at j, the only source is the coupling to the end site. Therefore

Gⱼ₀ = gⱼ t G₀₀,

where gⱼ is the Green function of site j with its bond to the end site cut. Substitution gives

G₀₀ = 1/(E − t² Σⱼ gⱼ).

Each sub-branch is an infinite copy of the whole branch, so gⱼ = G₀₀ = g, and

g = 1/(E − Kt²g).

Multiplying out gives Kt²g² − Eg + 1 = 0. With W = 2√K |t| the roots are

g = [E ∓ √(E² − W²)]/(2Kt²).

The square root is defined as √(E − W) √(E + W) with principal branches. It is analytic in the upper half-plane and behaves there as E − 2Kt²/E at large |E|. A Green function of a normalized orbital must decay as 1/E, which selects the minus sign.

For |E| < W the factor √(E − W) equals i√(W − E), so the density of states on the end site is

ρ(E) = −Im g/π = √(W² − E²)/(2πKt²).

The half-disc of radius W has area πW²/2. The integral of ρ is therefore W²/(4Kt²) = 1. The continuum holds the entire weight of the end site, and nothing remains for a level.

States that vanish on the end site do not change this. At any site, combinations of the K onward sub-branches whose coefficients sum to zero decouple from that site. Each then propagates outward with the same g, which has no pole.

So the strict one-orbital-per-site model has no dangling-bond level. Its density has a maximum at E = 0, of height 1/(π√K |t|), but this is the top of a semicircle as wide as the band. For t = −1 eV the band runs from −3.464 to 3.464 eV and the maximum is 0.184 per eV.

**(b) Losing a neighbour may also change the energy of the end site by U. When does a level appear, where, and with what weight?**

The sub-branches are unchanged, so the end-site Green function becomes

G = 1/(E − U − Kt²g).

The equation for g can be written 1/g = E − Kt²g. Hence

G = 1/(1/g − U),

and a pole requires g = 1/U at a real energy outside the band. For E > W, rationalizing the numerator gives

g = 2/[E + √(E² − W²)].

This falls steadily from 2/W = 1/(√K |t|) at the band edge to zero at infinity. For E < −W the function has the opposite sign, because g is odd there. Each value of g with 0 < |g| < 1/(√K |t|) is thus taken once, and a level exists if and only if

|U| > √K |t|.

Its energy follows from E = 1/g + Kt²g at g = 1/U:

E_U = U + Kt²/U.

For the weight, put u = 1/g, so that E = u + Kt²/u. Near the pole, u − U ≈ (du/dE)(E − E_U), and the residue of G is

dE/du at u = U, which is 1 − Kt²/U².

At the threshold the energy reaches the band edge and the weight vanishes. For |U| ≫ √K |t| the site is nearly isolated and the weight tends to one.

With t = −1 eV the threshold is 1.732 eV. A finite tree of 1093 sites with U = −1.5 eV has no eigenvalue outside the band. For U = −4 eV the formulas give

E_U = −4 − 3/4 = −4.75 eV, weight = 1 − 3/16 = 0.8125,

and the tree gives −4.74998 eV and 0.81256. This level is split off by a local potential. The missing neighbour alone does not create it.

**(c) Now give each atom four hybrids of energy 0, one towards each neighbour. Two hybrids of one atom are coupled by V₁, and the two hybrids that face each other in a bond by V₂; both are negative. Find the equation for the Green function g of the dangling hybrid.**

On an isolated atom the equal sum of the four hybrids has energy 3V₁, because each hybrid is coupled to three others. A combination whose coefficients sum to zero has energy −V₁. These are the s orbital and the three p orbitals. Thus V₁ < 0 puts s below p by 4|V₁|, and V₁ measures how far a hybrid is from being an eigenstate of its atom.

Call the dangling hybrid h₀ and the other three hybrids of the end atom h₁, h₂, h₃. Each of these three is bonded by V₂ to a hybrid of the next atom. With that bond cut, the partner is again a dangling hybrid on an infinite branch. By the elimination used in (a), each of h₁, h₂, h₃ acquires the self-energy V₂²g.

Form the symmetric sum s = (h₁ + h₂ + h₃)/√3. Each member is coupled to the two others, so s has energy 2V₁. Its coupling to h₀ is 3V₁/√3 = √3 V₁. The two combinations of h₁, h₂, h₃ orthogonal to s have coefficients that sum to zero, so they are coupled neither to h₀ nor to s. Eliminating s gives

g = 1/[E − 3V₁²/(E − 2V₁ − V₂²g)].

To clear the fractions, put X = E − 2V₁ − V₂²g. Then g(EX − 3V₁²) = X, which is

E(E − 2V₁)g − V₂²E g² − 3V₁²g = E − 2V₁ − V₂²g.

Collecting powers of g,

V₂²E g² − A g + (E − 2V₁) = 0,

A = E² − 2V₁E − 3V₁² + V₂² = (E − 3V₁)(E + V₁) + V₂².

The coefficient of g² vanishes at E = 0, the energy of a free hybrid. One root of the quadratic can diverge there. Whether it is the physical root has to be decided.

**(d) Find the continuous spectrum seen by the dangling hybrid, and the physical root in the gap that contains E = 0.**

The continuum is where g is complex, that is, where the discriminant

D = A² − 4V₂²E(E − 2V₁)

is negative. Put x = (E − V₁)². Then E(E − 2V₁) = x − V₁² and A = x − 4V₁² + V₂², so

D = (x + V₂² − 4V₁²)² − 4V₂²(x − V₁²)

= x² − 2x(V₂² + 4V₁²) + V₂⁴ − 4V₁²V₂² + 16V₁⁴

= (x − V₂² − 4V₁²)² − 12V₁²V₂².

The zeros are

x± = V₂² + 4V₁² ± 2√3 |V₁V₂| = (|V₂| ± √3 |V₁|)² + V₁².

There are two continua, one on each side of E = V₁, defined by x₋ < (E − V₁)² < x₊. The four edges are V₁ ± √x₋ and V₁ ± √x₊. At E = 0 one has x = V₁², which is below x₋ unless |V₂| = √3 |V₁|. The hybrid energy therefore lies in the central gap, and touches its edge in that one case.

Write the edges as e₁ < e₂ < e₃ < e₄. Since D is a quartic in E with leading coefficient one, the function

R = √(E − e₁) √(E − e₂) √(E − e₃) √(E − e₄)

satisfies R² = D. With principal branches it is analytic and nonzero in the upper half-plane and grows as +E². The two roots of the quadratic are (A ∓ R)/(2V₂²E). At large |E| the lower sign gives E/V₂², which is not a Green function, while the product of the roots, (E − 2V₁)/(V₂²E), tends to 1/V₂². The upper sign therefore gives 1/E, as required:

g = (A − R)/(2V₂²E).

Because R has no zero in the upper half-plane, the two roots never meet there and this choice holds throughout. In the central gap e₃ and e₄ lie above E. Their two factors each contribute i, and i² = −1, so R = −√D with √D positive. Hence, in the central gap,

g = (A + √D)/(2V₂²E).

**(e) Does the hybrid model have a dangling-bond level?**

A and R are finite, so the sole possible pole of g is at E = 0. There

A = V₂² − 3V₁², √D = |V₂² − 3V₁²|,

and the residue is

Z = [V₂² − 3V₁² + |V₂² − 3V₁²|]/(2V₂²).

If |V₂| < √3 |V₁| the two terms cancel and there is no pole. If |V₂| > √3 |V₁| they add, and

E_db = 0, Z = 1 − 3V₁²/V₂².

At equality E = 0 is a band edge, D is proportional to E near it, and g diverges as the inverse square root of E. That is a band-edge singularity and holds no discrete weight. A dangling-bond level thus exists if and only if |V₂| > √3 |V₁|.

Within this model the level does not move when V₁ or V₂ changes; what changes is its weight. For V₁ → 0 the weight tends to one and the level is an isolated hybrid. As |V₁| grows towards |V₂|/√3, the upper gap edge V₁ + √x₋ comes down to V₁ + |V₁| = 0 and meets the level, whose weight has by then gone to zero. Beyond this point the edge lies above zero again, but g no longer has a pole at E = 0.

The pinning at zero relies on the dangling hybrid having the same energy as the others. If relaxation or charge shifts it by δ, the argument of (b) gives the Green function 1/(1/g − δ). Near the level 1/g ≈ E/Z, so to first order in δ the level moves to Zδ.

**(f) Find the wave function of the level and recover the threshold from it.**

Number the atoms by layers, n = 0 for the end atom; layer n has 3ⁿ atoms. On each atom one hybrid faces back towards the removed atom, and three face onward. Try a state with amplitude aₙ on each back-facing hybrid and zero on all onward hybrids.

At E = 0 the Schrödinger equation on a back-facing hybrid contains its couplings to onward hybrids alone, both on its own atom and across the bond. All these amplitudes are zero, so it is satisfied. On an onward hybrid of layer n it reads

V₁aₙ + V₂aₙ₊₁ = 0, so aₙ₊₁ = −(V₁/V₂)aₙ.

Each atom has three successors, so the total weight of a layer changes by the factor

r = 3V₁²/V₂².

The state is normalizable if r < 1, which is the threshold of (e). The norm is a₀²(1 + r + r² + …) = a₀²/(1 − r), so the weight on the dangling hybrid is a₀² = 1 − r = Z.

The difference from the site model is now visible. The symmetric states of the hybrid model form a chain with two alternating couplings, √3 V₁ inside an atom and V₂ across a bond. The site energies alternate as well: 0 for the back-facing hybrids and 2V₁ for the symmetric sums of onward hybrids. The end state has no amplitude on the latter, so its energy stays at zero. The end state exists when the chain begins with the weaker of the two couplings. In the site model all couplings of the corresponding chain equal √K t, and there is no weaker one to begin with.

**(g) Are there other levels in the gap, and how is the dangling level occupied?**

The states not yet covered start at some atom from a combination of its three onward hybrids with coefficients that sum to zero. Its energy is −V₁, since each hybrid feels V₁ times the sum of the other two coefficients, which is minus its own. With the self-energy V₂²g its Green function is

1/(E + V₁ − V₂²g).

A pole needs g = y/V₂² with y = E + V₁. Inserting this in the quadratic of (c), multiplying by V₂² and using A = (E − 3V₁)y + V₂² gives

Ey² − (E − 3V₁)y² − V₂²y + V₂²(E − 2V₁) = 0.

The terms in Ey² cancel, and E − 2V₁ − y = −3V₁. What remains is 3V₁(y² − V₂²) = 0, so the candidates are

E = −V₁ + V₂ and E = −V₁ − V₂.

Both exist. Take amplitudes that sum to zero on every atom and are equal across each bond (first energy) or opposite (second). An atom with amplitude a on its back-facing hybrid has −a/3 on each onward one. The weight then falls by 3 × 1/9 = 1/3 per layer, and the state is normalizable. These are pure p states. Such a state can start at any atom, so each energy is infinitely degenerate. On the end atom the dangling hybrid has zero amplitude in them.

For the first energy, (E − V₁)² = V₂² + 4V₁² − 4V₁V₂. This is smaller than x₋, because 4 exceeds 2√3, so the energy lies in the gap between the continua. When the dangling level exists, |V₂| > |V₁| and this energy is negative. It is the top of the valence states. The second energy lies above the upper continuum by the same comparison with x₊. The full gap therefore runs from −V₁ + V₂ to V₁ + √x₋, and the dangling level is alone in it.

For the occupation, start from V₁ = 0 with one electron per hybrid. Every bonding state holds two electrons and the dangling hybrid one. As |V₁| is raised below the threshold, no state crosses the level, so the neutral branch keeps one unpaired electron in it. Repulsion, omitted here, would separate the energies for removing this electron and for adding a second.

**(h) Evaluate the hybrid model for V₁ = −1.5 eV and V₂ = −5 eV, and contrast it with V₂ = −2 eV. These are round model parameters, not a fit to a material.**

The threshold is √3 × 1.5 = 2.598 eV, and |V₂| = 5 eV exceeds it. The inner edges follow from

√x₋ = √[(5 − 2.598)² + 1.5²] = 2.832 eV,

so the continua end at −1.5 − 2.832 = −4.332 eV and begin again at −1.5 + 2.832 = 1.332 eV. The valence top is the flat level at 1.5 − 5 = −3.5 eV. The full gap is 4.832 eV, with the dangling level 3.5 eV above the valence top and 1.332 eV below the conduction bottom.

The weight is

Z = 1 − 3 × 2.25/25 = 0.73,

and the layer weights fall by r = 0.27: about 0.73, 0.197 and 0.053 on the first three layers. The remaining 0.27 of the dangling hybrid is spread over the continua, 0.092 in the lower and 0.178 in the upper. The mean energy of the hybrid is zero and the level contributes nothing to it. The two band weights are therefore inversely proportional to the distances of their mean energies from zero; the upper band is on average closer by a factor of about 1.9.

A finite tree of 727 orbitals, closed at its outer boundary by single back-facing hybrids, has one eigenvalue in the gap, at zero to the printed digits. Its weight on the dangling hybrid is 0.73028. The excess over 0.73 comes from cutting the geometric series after six layers: 0.73/(1 − 0.27⁶) = 0.73028.

The valence top of the tree is −3.506 eV instead of −3.5 eV. An outer hybrid has no partners on its own atom, so a flat state loses there the energy −V₁ = 1.5 eV times its weight on the boundary. For the state that starts at the end atom, the five successive generations of bonds carry weights in the ratio 1 : 1/3 : 1/9 : 1/27 : 1/81, with sum 121/81, and each bond shares its weight equally between its two hybrids. The boundary hybrids thus hold half of 1/121, which is 1/242 = 0.0041. To first order this gives a lowering of 0.006 eV, as found.

For V₂ = −2 eV the bond coupling is below the threshold. The continua then hold the whole weight of the dangling hybrid, 1.000000 by integration, and the residue at E = 0 vanishes. A finite tree still has an eigenvalue at zero, but now r = 3 × 2.25/4 = 1.69, and the state grows towards the outer boundary. Its weight on the dangling hybrid falls from 0.097 to 0.031 when the tree is deepened from three to five generations, and it tends to zero for the infinite branch.

The energies describe a network without rings. In a crystal or a real interface, rings change the edges of the continua, more distant couplings can move the level, and so can relaxation and charge. In the diamond structure, for example, V₁ = −1.5 eV and V₂ = −5 eV put the conduction bottom at 3V₁ − V₂ = 0.5 eV instead of 1.332 eV, while the flat levels at −3.5 and 6.5 eV stay where they are. Part (e) covers only a change in the energy of the dangling hybrid itself; relaxation also changes the couplings. The condition |V₂| > √3 |V₁| is derived for the network without rings; how rings change it is not examined here. The numerical output lists the remaining values.

Values computed for the example and the checks

```
SITE MODEL
hopping t = -1.0 eV; tree sites = 1093
continuum edges = -/+ 3.4641 eV
continuum weight, U = 0: 1.000000
second moment = 3.0000 eV^2
fourth moment = 18.0000 eV^4
peak density at E = 0: 0.1838 per eV
threshold |U| = 1.7321 eV
U = -1.5 eV: levels outside band = 0
U = -4.0 eV: level, formula = -4.75000 eV
U = -4.0 eV: level, tree = -4.74998 eV
end-site weight, formula = 0.81250
end-site weight, tree = 0.81256
HYBRID MODEL
V1 = -1.5 eV, V2 = -5.0 eV; tree orbitals = 727
threshold |V2| = 2.5981 eV
lower continuum = -9.2447 to -4.3318 eV
upper continuum = 1.3318 to 6.2447 eV
flat levels = -3.5000 and 6.5000 eV
valence top in finite tree = -3.5060 eV
full gap = 4.8318 eV
number of tree levels in the gap = 1
dangling level, tree = 0.0000 eV (absolute value)
level above valence top = 3.5000 eV
level below conduction bottom = 1.3318 eV
weight Z, formula = 0.73000
weight Z, residue of g = 0.73000
weight Z, tree = 0.73028
layer amplitude ratio = -0.51962
layer weight ratio = 0.27000
layer weights 0 to 3 = 0.73028, 0.19718, 0.05324, 0.01437
dangling-hybrid weight, lower band = 0.09243
dangling-hybrid weight, upper band = 0.17757
bands plus level = 1.000000
CONTRAST: V2 = -2.0 eV
continuum weight = 1.000000
residue at E = 0: 0.000000
tree weight at E = 0, depth 3: 0.09671
tree weight at E = 0, depth 5: 0.03112
GREEN FUNCTION at E = 0.5+4.0i eV, per eV
V2 = -5.0 eV: tree 0.012948-0.214427j, formula 0.012948-0.214427j
V2 = -2.0 eV: tree -0.006981-0.203332j, formula -0.006981-0.203332j
```
